\section*{Sine and cosine of a uniform azimuth from a disc point, part 1}

(Sections cited here and not found follow in the second part.)

\section{Azimuth from a point in the unit disc}

\subsection{A point and an angle that do not match}

The point $x=0.12$, $y=-0.09$ yields an azimuth with cosine $0.2800$ and sine $-0.9600$, that is, $286.26^\circ$. The line from the origin to this point, however, has the polar angle $323.13^\circ$. The two angles differ, and yet the first is a correct random azimuth if the point was drawn uniformly from the unit disc. Its sine and cosine cost a few multiplications and a division:
\begin{align}
s&=0.12^2+(-0.09)^2=0.0144+0.0081=0.0225,\\
C&=\frac{0.0144-0.0081}{0.0225}=0.2800,\\
S&=\frac{2(0.12)(-0.09)}{0.0225}=-0.9600 .
\end{align}
The explanation is that the azimuth is twice the polar angle, reduced by a full turn: $2\times323.13^\circ-360^\circ=286.26^\circ$. Doubling removes the square root that the polar angle itself would need, and it leaves a uniform angle uniform.

The general statement is as follows. Let $(x,y)$ have the constant density $1/\pi$ in the disc $x^2+y^2<1$, with the origin excluded. Define
\begin{equation}
s=x^2+y^2,\qquad C=\frac{x^2-y^2}{s},\qquad S=\frac{2xy}{s}.
\label{eq:rule}
\end{equation}
Then $C=\cos\varphi$ and $S=\sin\varphi$ for one angle $\varphi$ that is uniform on $[0,2\pi)$. The number $s$ is uniform on $(0,1)$ and independent of $\varphi$. Excluding the origin changes no probability, because a single point has no area, but it keeps the division defined.

\subsection{Why the two numbers are a cosine and a sine}

Write the point in polar form, with $\theta$ measured from the positive $x$ axis towards the positive $y$ axis:
\begin{equation}
x=\sqrt{s}\cos\theta,\qquad y=\sqrt{s}\sin\theta,\qquad 0\le\theta<2\pi .
\label{eq:polar}
\end{equation}
The root appears in the proof and not in the rule. Squaring the complex number $x+iy$ in two ways gives
\begin{align}
(x+iy)^2&=x^2+2ixy+i^2y^2=(x^2-y^2)+2ixy,\\
(x+iy)^2&=\left(\sqrt{s}\,e^{i\theta}\right)^2=s\,e^{2i\theta}.
\end{align}
Division by $s$ and comparison of the two lines give
\begin{equation}
C+iS=e^{2i\theta},\qquad C=\cos2\theta,\qquad S=\sin2\theta .
\label{eq:double}
\end{equation}
Thus $\varphi=2\theta$ modulo $2\pi$. Both signs are fixed by the same complex number, so no quadrant has to be chosen separately. The normalization also follows from the coordinates alone:
\begin{align}
C^2+S^2&=\frac{(x^2-y^2)^2+4x^2y^2}{s^2}\\
&=\frac{x^4-2x^2y^2+y^4+4x^2y^2}{s^2}
=\frac{(x^2+y^2)^2}{s^2}=1 .
\end{align}
This identity holds for every point except the origin. It says nothing about the distribution of the angle, so a program can satisfy it and still sample the wrong azimuths.

\subsection{Why the angle is uniform}

The area element must be expressed in $s$ and $\theta$. From Eq.~\eqref{eq:polar},
\begin{align}
\frac{\partial x}{\partial s}&=\frac{\cos\theta}{2\sqrt{s}},&
\frac{\partial x}{\partial\theta}&=-\sqrt{s}\sin\theta,\\
\frac{\partial y}{\partial s}&=\frac{\sin\theta}{2\sqrt{s}},&
\frac{\partial y}{\partial\theta}&=\sqrt{s}\cos\theta .
\end{align}
The Jacobian determinant is
\begin{equation}
\frac{\partial x}{\partial s}\frac{\partial y}{\partial\theta}
-\frac{\partial x}{\partial\theta}\frac{\partial y}{\partial s}
=\frac{\cos^2\theta}{2}+\frac{\sin^2\theta}{2}=\frac12 .
\end{equation}
The probability in an area element is therefore
\begin{equation}
\frac{dx\,dy}{\pi}=\frac{1}{\pi}\,\frac{ds\,d\theta}{2}
=ds\,\frac{d\theta}{2\pi}.
\label{eq:measure}
\end{equation}
The right side is a product of two normalized uniform laws. Hence $s$ is uniform on $(0,1)$, $\theta$ is uniform on $[0,2\pi)$, and the two are independent.

Now double the angle. For a given $\varphi$ in $[0,2\pi)$, two polar angles satisfy $2\theta=\varphi$ modulo $2\pi$, namely $\theta=\varphi/2$ and $\theta=\varphi/2+\pi$. They belong to opposite points of the disc. On each branch $d\theta=d\varphi/2$. If $f(\theta)$ is the density of the polar angle, the density of $\varphi$ is the sum over both branches,
\begin{equation}
g(\varphi)=\frac12\left[f\!\left(\frac{\varphi}{2}\right)
+f\!\left(\frac{\varphi}{2}+\pi\right)\right].
\label{eq:folding}
\end{equation}
For the disc, $f=1/(2\pi)$, and
\begin{equation}
g(\varphi)=\frac12\left(\frac1{2\pi}+\frac1{2\pi}\right)=\frac1{2\pi}.
\end{equation}
The argument can be repeated at fixed $s$, because the law of $\theta$ does not depend on $s$. Independence therefore survives the doubling. For an azimuth interval of length $\Delta$ and a limit $0<s_0\le1$,
\begin{equation}
P(\varphi\text{ in the interval and }s<s_0)=s_0\,\frac{\Delta}{2\pi}.
\label{eq:joint}
\end{equation}

Equation~\eqref{eq:joint} was tested by counting points of a regular $1500\times1500$ lattice laid over the square that encloses the disc. The azimuth intervals, in radians, were $(0.4,1.1)$, $(2.0,4.7)$ and $(5.1,6.0)$, each combined with $s_0=0.15$, $0.37$, $0.9$ and $1$. The largest absolute difference between a counted probability and Eq.~\eqref{eq:joint} was $1.5\times10^{-5}$.

\subsection{Which other regions would serve}

Equation~\eqref{eq:folding} shows what the rule requires. The azimuth is uniform if and only if
\begin{equation}
f(\theta)+f(\theta+\pi)=\frac1\pi
\label{eq:condition}
\end{equation}
for almost every $\theta$. A full disc satisfies this condition, and so does a half disc cut along any diameter: one of the two terms is then $1/\pi$ and the other is zero. With $x>0$, for instance, $\theta$ runs from $-\pi/2$ to $\pi/2$, and $2\theta$ covers the circle once.

A quarter disc fails. For $x>0$ and $y>0$ the polar angle covers $(0,\pi/2)$, so that $\varphi$ covers $(0,\pi)$ with density $1/\pi$. The sine is then never negative, and its mean is
\begin{equation}
\langle S\rangle=\frac1\pi\int_0^\pi\sin\varphi\,d\varphi
=\frac{1}{\pi}\bigl[-\cos\varphi\bigr]_0^\pi=\frac2\pi=0.6366 .
\end{equation}
The lattice sum gives $0.6365$. Taking absolute values of both coordinates before forming $S$ would produce this error.

The radial law plays a separate part. Any density that depends on the radius alone makes $\theta$ uniform and hence makes $\varphi$ uniform. Among these densities, only the constant density per unit area also makes $s$ uniform, which matters when $s$ is used for a second purpose.

\subsection{Making the disc point}

Let $R_1$ and $R_2$ be independent uniform random numbers on $(0,1)$. The following procedure needs no trigonometric function and no square root.
\begin{enumerate}
\item Set $x=2R_1-1$ and $y=2R_2-1$.
\item Compute $a=x^2$, $b=y^2$ and $s=a+b$.
\item If $s=0$ or $s\ge1$, discard both numbers and return to the first step.
\item Return $C=(a-b)/s$, $S=2xy/s$ and, if wanted, $s$.
\end{enumerate}
The first step makes a point with density $1/4$ in the square of side 2. Acceptance keeps the part of this density that lies in the disc, and division by the accepted probability renormalizes it. That probability is
\begin{equation}
A=\frac{\text{area of disc}}{\text{area of square}}=\frac{\pi}{4}=0.78540,
\end{equation}
so the accepted density is $(1/4)/(\pi/4)=1/\pi$, as required.

The number of trials $n$ has probability $A(1-A)^{n-1}$, since $n-1$ failures precede one success. With $z=1-A$, the mean is
\begin{equation}
\langle n\rangle=A\sum_{n=1}^{\infty}nz^{n-1}
=A\frac{d}{dz}\sum_{n=0}^{\infty}z^n
=A\frac{d}{dz}\frac1{1-z}
=\frac{A}{(1-z)^2}=\frac1A=\frac4\pi .
\end{equation}
The mean is $1.2732$ trials, or $2\times1.2732=2.546$ uniform numbers per azimuth. A half disc drawn from its enclosing rectangle has the acceptance $(\pi/2)/2=\pi/4$, so it saves no trials. Whether the rule is faster than a call to sine and cosine depends on the processor, the random generator and the cost of an unpredictable branch. The derivation does not settle that question.

Rounding does little harm. Let $\epsilon$ be the largest relative error of one arithmetic operation. The rounded squares and their difference put an absolute error of at most about $2\epsilon s$ into the numerator of $C$. The computed $s$ has a relative error of at most about $2\epsilon$, and the division adds $\epsilon$. To first order the absolute error of $C$ is thus at most $5\epsilon$. Near $x=\pm y$ the relative error of $C$ can be large, because $C$ itself is nearly zero, but a direction vector is sensitive to the absolute error. The form $(x-y)(x+y)/s$ retains relative accuracy there if it is needed.

\subsection{What happens if the rejection is omitted}

If every point of the square is accepted, $C^2+S^2$ is still 1 and the means of $C$ and $S$ are still zero. To see the latter, rotate the square by $90^\circ$. The region is unchanged, but $2\theta$ increases by $\pi$, so both $C$ and $S$ change sign. Their means must equal their own negatives and hence vanish. A check of the first moments therefore does not detect the fault.

The second moments do. The side $x=1$ is met by rays with $|\theta|<\pi/4$ at the distance $1/\cos\theta$. The area per unit angle is half the squared distance, and the density of the point is $1/4$, so
\begin{equation}
f(\theta)=\frac14\,\frac{1}{2\cos^2\theta}=\frac1{8\cos^2\theta},
\qquad |\theta|<\frac\pi4 .
\end{equation}
The function $\cos2\varphi=\cos4\theta$ repeats on all four sides. With $c=\cos\theta$,
\begin{equation}
\cos4\theta=2\cos^22\theta-1=2(2c^2-1)^2-1=8c^4-8c^2+1 .
\end{equation}
Hence
\begin{align}
\langle\cos2\varphi\rangle
&=4\int_{-\pi/4}^{\pi/4}\frac{\cos4\theta}{8\cos^2\theta}\,d\theta\\
&=\frac12\int_{-\pi/4}^{\pi/4}
\left(8\cos^2\theta-8+\frac1{\cos^2\theta}\right)d\theta\\
&=\frac12\Bigl[4\theta+2\sin2\theta-8\theta+\tan\theta\Bigr]_{-\pi/4}^{\pi/4}\\
&=\frac12\left(-2\pi+4+2\right)=3-\pi=-0.14159 .
\end{align}
The lattice sum over the square gives the same five decimals. From $C^2=(1+\cos2\varphi)/2$ and $S^2=(1-\cos2\varphi)/2$,
\begin{equation}
\langle C^2\rangle=\frac{4-\pi}{2}=0.4292,\qquad
\langle S^2\rangle=\frac{\pi-2}{2}=0.5708 .
\label{eq:square}
\end{equation}
Both should be $1/2$. The points in the corners, near the diagonals, favour large $|S|$.

This gives a sharp diagnostic. For a correct azimuth, $\langle C^4\rangle=3/8$, so the variance of $C^2$ is $3/8-1/4=1/8$. The mean of $C^2$ over $N_s$ independent points has the standard error $1/\sqrt{8N_s}$. The fault shifts this mean by $0.5-0.4292=0.0708$. Setting the shift equal to five standard errors gives $N_s=25/(8\times0.0708^2)$, or about 620 points. At that size the faulty mean lies beyond five standard errors in about half of the runs, so a few times more points make the test reliable. A useful acceptance check thus combines the means of $C$ and $S$, which expose a quarter disc, with the means of $C^2$ and $S^2$, which expose the square.

\section{Use in ion transport}

\subsection{Symbols and results carried over}

A uniform point $(x,y)$ of the unit disc supplies $s=x^2+y^2$, $C=(x^2-y^2)/s$ and $S=2xy/s$. The pair $(C,S)$ is the cosine and sine of a uniform azimuth $\varphi$, and $s$ is uniform on $(0,1)$ and independent of $\varphi$. Consequently $\langle C\rangle=\langle S\rangle=0$ and $\langle C^2\rangle=\langle S^2\rangle=1/2$. If the whole enclosing square is used by mistake, the first two means remain zero, but the mean squares become $0.4292$ and $0.5708$.

The setting is an ion in an amorphous target. Collisions are treated one at a time, each with an atom at rest. Atoms are assumed to lie with equal probability in all directions around the path, which is what makes the collision azimuth uniform.

\subsection{Turning the direction of flight}

Let $\mathbf n=(u,v,w)$ be the unit vector of flight, with $w$ its component along the inward surface normal, and let $q=\sqrt{u^2+v^2}>0$. Two vectors across the path are
\begin{equation}
\mathbf e_1=\left(\frac{uw}{q},\frac{vw}{q},-q\right),\qquad
\mathbf e_2=\left(-\frac vq,\frac uq,0\right).
\end{equation}
They are perpendicular to $\mathbf n$ and to each other:
\begin{align}
\mathbf e_1\cdot\mathbf n&=\frac{(u^2+v^2)w}{q}-qw=qw-qw=0,\\
\mathbf e_2\cdot\mathbf n&=\frac{-vu+uv}{q}=0,\qquad
\mathbf e_1\cdot\mathbf e_2=\frac{-uvw+uvw}{q^2}=0 .
\end{align}
Their squared lengths are $w^2+q^2=1$ and $(v^2+u^2)/q^2=1$. A deflection by the polar angle $\psi$ leaves the component $\cos\psi$ along the old direction and puts $\sin\psi$ across it, at the azimuth $\varphi$:
\begin{equation}
\mathbf n'=\mathbf n\cos\psi+\sin\psi\,(C\mathbf e_1+S\mathbf e_2).
\label{eq:turn}
\end{equation}
In components,
\begin{align}
u'&=u\cos\psi+\frac{\sin\psi}{q}(Cuw-Sv),\\
v'&=v\cos\psi+\frac{\sin\psi}{q}(Cvw+Su),\\
w'&=w\cos\psi-q\,C\sin\psi .
\end{align}
The length is preserved, since $\cos^2\psi+\sin^2\psi(C^2+S^2)=1$. If $q=0$, the path lies along the normal, and the coordinate axes across it serve instead: $\mathbf n'=(C\sin\psi,S\sin\psi,w\cos\psi)$. One root, in $q$, remains in the general update. It belongs to the choice of axes and not to the sampling of the azimuth.

The mean of Eq.~\eqref{eq:turn} over $\varphi$ at fixed $\psi$ is $\mathbf n\cos\psi$, because $C$ and $S$ have zero mean. If each new azimuth is independent of the earlier azimuths and of all the polar deflections, the averages can be taken from the last collision backwards. For prescribed deflections this gives
\begin{equation}
\langle\mathbf n_K\cdot\mathbf n_0\rangle
=\cos\psi_K\,\langle\mathbf n_{K-1}\cdot\mathbf n_0\rangle
=\dots=\prod_{k=1}^{K}\cos\psi_k .
\label{eq:product}
\end{equation}
For deflections of $0.5$, $0.9$ and $0.7$ rad the product is $0.4172$. A simulation of 200000 paths with disc points gave $0.4165\pm0.0009$, where the uncertainty is one standard error.

Equation~\eqref{eq:product} uses first moments alone, so it would also hold if the rejection step were missing. The lateral spread would be wrong, however. The mean squared components along $\mathbf e_1$ and $\mathbf e_2$ are $\sin^2\psi\,\langle C^2\rangle$ and $\sin^2\psi\,\langle S^2\rangle$. With points from the square, their ratio after one collision is $0.4292/0.5708=0.752$ instead of 1. Since $\mathbf e_2$ is parallel to the surface, this false anisotropy is tied to the surface normal.

A uniform point of the unit disc has been shown to give the cosine and sine of a uniform azimuth, together with an independent uniform number $s$, and the azimuth has been used to turn an ion's direction of flight. It remains to obtain the impact parameter from $s$ and the polar deflection from the scattering integral, to work through a collision of boron in silicon, and to examine where a uniform azimuth fails.
